# Edwards-Wilkinson Roughness in One Dimension: Growth and Saturation

## Result and conditions

Let $h(x,t)$ be the displacement of an edge along a line of length $L$. In the Edwards-Wilkinson model it is smoothed by a linear curvature term and disturbed by random noise. If the edge starts flat and is periodic, its rms roughness $w$ obeys

$$
w^2(L,t)=\frac{DL}{2\pi^2\nu}\sum_{n=1}^{\infty}\frac{1-e^{-8\pi^2n^2\nu t/L^2}}{n^2}, \tag{1}
$$

with the two limits

$$
w\simeq\left(\frac{2D^2t}{\pi\nu}\right)^{1/4}\ (\nu t\ll L^2),\qquad
w\to\left(\frac{DL}{12\nu}\right)^{1/2}\ (\nu t\gg L^2). \tag{2}
$$

Here $\nu$ is the smoothing coefficient and $D$ the noise strength. If the model resolves no length below $a$, the first limit also requires $t\gg a^2/\nu$. The quarter power therefore belongs to an intermediate range of times.

## The model

The equation of motion, in the frame that moves with the mean recession, is

$$
\frac{\partial h}{\partial t}=\nu\frac{\partial^2h}{\partial x^2}+\eta(x,t),\qquad h(x,0)=0. \tag{3}
$$

The noise is Gaussian, has zero mean, and is uncorrelated in space and time:

$$
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'). \tag{4}
$$

With lengths in nm and times in s, $\nu$ has the unit nm²/s and $D$ has nm³/s. Angle brackets denote an average over noise histories. With $\bar h(t)$ the average of $h$ along the line, the roughness is defined by

$$
w^2=\left\langle\frac1L\int_0^L\left[h(x,t)-\bar h(t)\right]^2dx\right\rangle. \tag{5}
$$

The square is averaged first and the root taken afterwards.

## Solution mode by mode

Periodicity permits the expansion

$$
h=\sum_{n=-\infty}^{\infty}h_n(t)e^{ik_nx},\quad k_n=\frac{2\pi n}{L},\quad
h_n=\frac1L\int_0^Lh\,e^{-ik_nx}dx. \tag{6}
$$

Two derivatives of $e^{ik_nx}$ give the factor $-k_n^2$, so (3) separates into

$$
\dot h_n=-\nu k_n^2h_n+\eta_n,\qquad \eta_n=\frac1L\int_0^L\eta\,e^{-ik_nx}dx. \tag{7}
$$

The noise in the modes follows from (4). The spatial delta function removes one integral:

$$
\langle\eta_n(t)\eta_m^*(t')\rangle
=\frac{2D}{L^2}\delta(t-t')\int_0^Le^{-i(k_n-k_m)x}dx
=\frac{2D}{L}\delta_{nm}\delta(t-t'). \tag{8}
$$

Multiplying (7) by $e^{\nu k_n^2t}$ turns its homogeneous part into a total derivative, $d(e^{\nu k_n^2t}h_n)/dt=e^{\nu k_n^2t}\eta_n$. Integration from the flat start gives

$$
h_n(t)=\int_0^te^{-\nu k_n^2(t-s)}\eta_n(s)\,ds. \tag{9}
$$

In $\langle|h_n|^2\rangle$ there are two time integrals, and the delta function in (8) removes one. For $n\ne0$,

$$
\langle|h_n|^2\rangle=\frac{2D}{L}\int_0^te^{-2\nu k_n^2(t-s)}ds
=\frac{D}{L\nu k_n^2}\left(1-e^{-2\nu k_n^2t}\right). \tag{10}
$$

For $n=0$ there is no damping, and the variance is $2Dt/L$. This is the random wandering of the mean position. It never saturates, but definition (5) excludes it.

The functions $e^{ik_nx}$ are orthogonal over the period, so the integral in (5) is the sum of the squared amplitudes with $n\ne0$. The terms $n$ and $-n$ are equal:

$$
w^2=2\sum_{n=1}^{\infty}\frac{D}{L\nu}\frac{L^2}{4\pi^2n^2}
\left(1-e^{-8\pi^2n^2\nu t/L^2}\right), \tag{11}
$$

which is (1). Time and length enter the sum in one combination, so $w=(DL/\nu)^{1/2}f(\nu t/L^2)$ with a single function $f$.

## Saturation

At late times the exponentials vanish. Since $\sum_{n\ge1}1/n^2=\pi^2/6$,

$$
w_{\rm sat}^2=\frac{DL}{2\pi^2\nu}\frac{\pi^2}{6}=\frac{DL}{12\nu}. \tag{12}
$$

The longest wave is the last to settle. Keeping its exponential alone in (1) and dividing by (12) gives

$$
\frac{w^2}{w_{\rm sat}^2}\simeq1-\frac{6}{\pi^2}e^{-t/\tau_1},\qquad
\tau_1=\frac{L^2}{8\pi^2\nu}. \tag{13}
$$

The prefactor in (12) depends on the ends. If $\partial h/\partial x=0$ at both ends, the normalized modes are $\sqrt2\cos(q_nx)$ with $q_n=\pi n/L$ and $n\ge1$. Each is driven with the strength $2D/L$ found in (8), because the mean of $2\cos^2(q_nx)$ is one. Its final variance is therefore $D/(L\nu q_n^2)$, and

$$
w_{\rm sat,free}^2=\frac{D}{L\nu}\sum_{n=1}^{\infty}\frac{L^2}{\pi^2n^2}=\frac{DL}{6\nu}. \tag{14}
$$

The roughness is larger by $\sqrt2$, while the square-root dependence on $L$ remains.

## Growth

Setting $t$ small term by term in (1) would fail, because for any $t>0$ sufficiently short waves have already saturated. It is safer to differentiate. From (10),

$$
\frac{dw^2}{dt}=\frac{2D}{L}\left(\sum_{n=-\infty}^{\infty}e^{-2\nu k_n^2t}-1\right), \tag{15}
$$

where the $-1$ removes the $n=0$ term. To evaluate the sum, consider the Gaussian

$$
g_t(r)=\frac{1}{\sqrt{8\pi\nu t}}\,e^{-r^2/(8\nu t)}, \tag{16}
$$

which has unit area and variance $4\nu t$. Its Fourier transform is $e^{-2\nu k^2t}$. The periodic function $\sum_mg_t(r+mL)$ has Fourier coefficients

$$
\frac1L\int_0^L\sum_mg_t(r+mL)e^{-ik_nr}dr
=\frac1L\int_{-\infty}^{\infty}g_t(r)e^{-ik_nr}dr=\frac1Le^{-2\nu k_n^2t}, \tag{17}
$$

because the shifted intervals together cover the whole axis and $e^{ik_nmL}=1$. Writing out its Fourier series at $r=0$ gives $\sum_ne^{-2\nu k_n^2t}=L\sum_mg_t(mL)$. Equation (15) becomes

$$
\frac{dw^2}{dt}=2D\sum_{m=-\infty}^{\infty}g_t(mL)-\frac{2D}{L}. \tag{18}
$$

Now integrate from $w^2(0)=0$. The term $m=0$ contributes

$$
2D\int_0^t\frac{ds}{\sqrt{8\pi\nu s}}=\frac{4D\sqrt t}{\sqrt{8\pi\nu}}=D\sqrt{\frac{2t}{\pi\nu}}. \tag{19}
$$

In a term with $m\ne0$ the factor $e^{-m^2L^2/(8\nu s)}$ rises with $s$, so it is at most its value at $s=t$. Each such term is therefore at most $e^{-m^2L^2/(8\nu t)}$ times (19). For $\nu t\ll L^2$ these terms are exponentially small, and

$$
w^2\simeq D\sqrt{\frac{2t}{\pi\nu}}\,(1-\epsilon),\qquad
\epsilon=\frac{2Dt/L}{D\sqrt{2t/(\pi\nu)}}=\frac{\sqrt{2\pi\nu t}}{L}. \tag{20}
$$

As $\epsilon\to0$ the root of (20) is the quarter-power law in (2).

The correction $\epsilon$ decays slowly with $L$ and lowers an exponent read from data. Define $\beta=d\ln w/d\ln t=\tfrac12\,d\ln w^2/d\ln t$. Because $\epsilon\propto t^{1/2}$, the derivative of $\ln(1-\epsilon)$ with respect to $\ln t$ is $-\epsilon/[2(1-\epsilon)]$, and

$$
\beta\simeq\frac14-\frac{\epsilon}{4(1-\epsilon)}. \tag{21}
$$

The power has a simple reading. By (10), a wave is nearly saturated when $k\xi\gg1$, with $\xi=\sqrt{2\nu t}$, while waves with $k\xi\ll1$ have barely felt the smoothing. Summing the saturated variances $D/(L\nu k^2)$ over $k\gtrsim1/\xi$ gives $w^2\sim D\xi/\nu\propto t^{1/2}$. Growth levels off when $k\xi$ reaches about one for the longest wave the line can hold, that is, when $\xi$ becomes comparable with $L/(2\pi)$.

Equating (19) and (12) gives a crossover time. Squaring $\sqrt{2t_\times/(\pi\nu)}=L/(12\nu)$,

$$
\frac{2t_\times}{\pi\nu}=\frac{L^2}{144\nu^2}\quad\Rightarrow\quad t_\times=\frac{\pi L^2}{288\,\nu}. \tag{22}
$$

This marks where two limiting laws meet. The actual curve bends gradually.

## The shortest times

Suppose the edge is represented by $L/a$ sites of spacing $a$. There are then $L/a-1$ modes besides the mean. For $t\ll a^2/\nu$ none has been damped appreciably, and each has variance $2Dt/L$. Hence

$$
w^2\simeq\frac{2Dt}{L}\left(\frac La-1\right)=\frac{2Dt}{a}\left(1-\frac aL\right), \tag{23}
$$

so $w\propto t^{1/2}$. Neighbouring sites still move independently. The quarter power appears after smoothing has coupled many sites.

## A window on a long line

Roughness can also be evaluated on a segment of a longer line, which is neither periodic nor closed by no-flux ends. The covariance of an infinite line supplies this case. The steps that led to (18), taken at separation $r$ with $L\to\infty$, give $G(r,t)=2D\int_0^tg_s(r)\,ds$. With $c=r^2/(8\nu)$ the required integral is

$$
\int_0^t\frac{e^{-c/s}}{\sqrt s}ds=2\sqrt t\,e^{-c/t}-2\sqrt{\pi c}\;{\rm erfc}\sqrt{c/t}. \tag{24}
$$

To verify it, differentiate the right side. The first term gives $(t^{-1/2}+2ct^{-3/2})e^{-c/t}$, the second gives $-2ct^{-3/2}e^{-c/t}$, and both sides vanish at $t=0$. Multiplication by $2D/\sqrt{8\pi\nu}$ yields

$$
G(r,t)=D\sqrt{\frac{2t}{\pi\nu}}\,e^{-r^2/(8\nu t)}-\frac{D|r|}{2\nu}\,{\rm erfc}\frac{|r|}{\sqrt{8\nu t}}. \tag{25}
$$

For $|r|\ll\sqrt{\nu t}$ the leading difference is $G(0,t)-G(r,t)\simeq D|r|/(2\nu)$, so

$$
\langle[h(x+r)-h(x)]^2\rangle=2[G(0,t)-G(r,t)]\simeq\frac{D|r|}{\nu}. \tag{26}
$$

The variance about the mean of a window of length $\ell$ is half the mean-square difference averaged over all pairs of points in it. Since $\int_0^\ell\!\int_0^\ell|x-x'|\,dx\,dx'=\ell^3/3$,

$$
w_\ell^2\simeq\frac{1}{2\ell^2}\frac D\nu\frac{\ell^3}{3}=\frac{D\ell}{6\nu}\qquad(\ell\ll\sqrt{\nu t}). \tag{27}
$$

A short window thus shows saturated roughness while the whole line is still roughening.

Equation (26) also reveals a limit of the continuum model. The mean-square slope over a distance $a$ is $D/(\nu a)$, which diverges as $a\to0$. The small-slope description therefore needs a shortest length.

## Example: trimming a photoresist line

Consider a resist line narrowed sideways by a plasma. Let $h$ be the edge displacement averaged over the resist height $H$. The round parameters are $\nu=5$ nm²/s, $D=1$ nm³/s, $L=1000$ nm and $t=30$ s. The lateral rate is $V=0.5$ nm/s, $H=30$ nm, and the shortest length is $a=5$ nm.

Equation (19) gives $1\times\sqrt{60/(5\pi)}=1.954$ nm². The excluded motion of the mean is $2Dt/L=0.060$ nm². Thus

$$
w^2=1.954-0.060=1.894\ {\rm nm}^2,\qquad w=1.38\ {\rm nm}. \tag{28}
$$

Here $\epsilon=0.0307$, and (21) gives $\beta=0.25-0.0307/(4\times0.9693)=0.242$. Propagating the real-space covariance on a 5 nm grid, without Fourier modes, gives $w=1.373$ nm, against 1.376 nm from (1). A set of 600 stochastic runs gives $w^2=1.888\pm0.014$ nm², where the uncertainty is one standard error.

The smoothing length is $\xi=17.3$ nm. The 1000 nm wave has reached 1.2% of its final variance, the 100 nm wave 69%, and the 20 nm wave essentially all of it. The whole course is:

| $t$ (s) | $w$ from (1) (nm) | quarter-power law (nm) |
|---:|---:|---:|
| 30 | 1.38 | 1.40 |
| 120 | 1.92 | 1.98 |
| 480 | 2.62 | 2.80 |
| 1920 | 3.43 | 3.95 |
| 7680 | 4.02 | 5.59 |

Saturation lies at $\sqrt{1000/60}=4.08$ nm, or 5.77 nm with no-flux ends. The crossover time is $10^6\pi/(288\times5)=2182$ s, where $w^2$ is 74% of its final value.

The exponents measured on covariance grids show the three regimes. During the first 0.015 s, far below $a^2/\nu=5$ s, the exponent is 0.498. Between 60 and 120 s it is 0.237 for $L=1000$ nm and 0.248 for $L=4000$ nm, with the grid spacing and all other parameters held fixed. The rise with length is the finite-size effect in (21). The shortest length shifts the exponent the other way: on this grid a 40 µm line gives 0.251 over the same interval, and a sharp cutoff at wavelength $2a$ gives 0.244, 0.255 and 0.258 for $L=1$, 4 and 40 µm. The saturated roughness varies with length to the power 0.500.

## What the noise strength implies

Suppose material leaves in independent events of volume $\Omega$. A segment $\Delta x$ sees on average $VH\Delta x\,t/\Omega$ events, and for independent events the variance of the count equals its mean. Each event moves the height-averaged edge by $\Omega/(H\Delta x)$. The displacement variance is

$$
\frac{VH\Delta x\,t}{\Omega}\left(\frac{\Omega}{H\Delta x}\right)^2
=\frac{V\Omega t}{H\Delta x}=\frac{2Dt}{\Delta x}
\quad\Rightarrow\quad D=\frac{V\Omega}{2H}. \tag{29}
$$

The chosen $D$ requires $\Omega=2\times1\times30/0.5=120$ nm³, a cube of side 4.9 nm. That is far larger than a single molecular etch product. Independent removal in units of 1 nm³, with $\nu$ unchanged, would reduce $w$ by $\sqrt{120}\approx11$, to about 0.13 nm. The value of $D$ must therefore be read as an effective strength for coarser disturbances.

## The model beside a real trim

Resist heights of tens of nanometres, trims of tens of seconds and edge roughness of one to a few nanometres are rough typical values. The coefficients $\nu$ and $D$ were chosen to lie in that regime and are not measured properties of a resist. Real edges break the flat start first. An initial edge with covariance $\sigma_0^2e^{-r^2/(2\ell_0^2)}$ has its spectrum multiplied by $e^{-2\nu k^2t}$, which is convolution with (16). If it is independent of the later noise, it adds

$$
w_0^2(t)=\sigma_0^2\left[\frac{1}{\sqrt{1+4\nu t/\ell_0^2}}-\frac{\sqrt{2\pi}\,\ell_0}{L}\right], \tag{30}
$$

where the last term removes the mean. This form holds for $\ell_0\ll L$ and $\nu t\ll L^2$. At much later times the bracket would turn negative, whereas the true contribution decays to zero. For $\sigma_0=1.5$ nm and $\ell_0=20$ nm this is $2.25(0.632-0.050)=1.31$ nm², which raises $w$ from 1.38 to 1.79 nm. Such an edge cannot show a clean quarter power at 30 s.

The second broken assumption is uniformity over the height. If the sidewall obeys the two-dimensional form of (3) with no flux at top and bottom, averaging over height removes the vertical derivative term and recovers (3), with $D$ equal to the areal noise strength divided by $H$. The edge at one height is rougher than this average. On a 5 nm grid the extra variance, averaged over the heights, is about 2 nm², which would raise $w$ from 1.38 to about 2.0 nm for a flat start. This extra variance depends on the short-length cutoff and grows logarithmically as the grid is refined, by about 0.7 nm² for each halving of the spacing (2.8 nm² and $w\approx2.2$ nm on a 2.5 nm grid).

The height itself is also held fixed here, although a plasma erodes the top of the resist. By (29), $D\propto1/H$ at fixed $V$ and $\Omega$. Letting $D$ follow a height that falls at 0.25 or 0.5 nm/s, to 22.5 or 15 nm, raises $w$ at 30 s from 1.38 to about 1.5 or 1.7 nm.

The other effects, estimated for an edge that is uniform over the height, are smaller at 30 s:

- **Short-length cutoff.** Removing waves shorter than $2a$ lowers $w$ to 1.34 nm, a change of 3%, and raises the local exponent from 0.242 to 0.256, more than the finite length lowers it.
- **Finite slope.** The rms slope of the height-averaged edge on the grid is 0.19. If the normal velocity is $\nu$ times the curvature, the smoothing term is $\nu h''/(1+h'^2)$, which is about 4% weaker where the slope has its rms value. On a sidewall that also varies over the height, the local slopes are much larger: the mean-square gradient is about 0.26 on the 5 nm grid, against 0.037 for the averaged edge, and about 1 on a 2.5 nm grid, where the small-slope description no longer holds.
- **Etching along the normal.** Expanding $V\sqrt{1+h'^2}$ adds $(V/2)h'^2$ to (3). With the same noise histories, this term changes $w^2$ by 0.04% on the grid; other discretizations and a cutoff of 2.5 nm give 0.06 to 0.07%. With slope variations over the height included on a 5 nm grid, the change in the height-averaged $w^2$ is about 0.6%.

Saturation of the 1000 nm edge is out of reach in this process. The trim removes 15 nm from the edge in 30 s, but would remove 1091 nm by the crossover time, far more than the width of a line tens of nanometres wide. For these parameters the growth regime is the relevant limit. The short-window result (27) is squeezed from both sides at 30 s. The next term of (25) lowers it by the fraction $\ell/(2\sqrt{8\pi\nu t})=\ell/(123\ {\rm nm})$, about 8% in $w^2$ at $\ell=10$ nm and 16% at 20 nm. A 5 nm grid lowers it further by the factor $1-a^2/\ell^2$. Together these keep $w_\ell^2$ below about 80% of (27) for windows from 10 to 50 nm.

## Table of computed values

```
INPUTS (rough, effective)
smoothing nu = 5.0 nm^2/s, noise D = 1.0 nm^3/s
line length L = 1000 nm, etch time = 30 s
lateral rate = 0.5 nm/s, resist height = 30 nm
grid spacing and cutoff = 5.0 nm
initial rms = 1.5 nm, correlation length = 20 nm
ROUGHNESS w (nm): time (s), mode sum, growth law, covariance grid
      7.5   0.9809   0.9885   0.9701
     30.0   1.3764   1.3980   1.3726
    120.0   1.9154   1.9771   1.9141
    480.0   2.6187   2.7960   2.6182
   1920.0   3.4344   3.9541   3.4342
   7680.0   4.0222   5.5920   4.0221
  30720.0   4.0825   7.9083   4.0824
EXAMPLE AT THE ETCH TIME
growth-law w^2 = 1.9544 nm^2
mean-mode variance 2Dt/L = 0.0600 nm^2
w^2 = 1.8944 nm^2, w = 1.3764 nm
finite-size fraction sqrt(2 pi nu t)/L = 0.0307
local growth exponent = 0.2421
smoothing length sqrt(2 nu t) = 17.32 nm
mode 1: wavelength 1000 nm, fraction of final variance = 0.0118
mode 10: wavelength 100 nm, fraction of final variance = 0.6941
mode 50: wavelength 20 nm, fraction of final variance = 1.0000
stochastic w^2 = 1.888 +- 0.014 nm^2 (600 runs)
EXPONENTS FROM COVARIANCE GRIDS
start, 0.0073 to 0.0146 s: 0.4979
60 to 120 s, L = 1000 nm: 0.2373
60 to 120 s, L = 4000 nm: 0.2477
saturated w against length: 0.5001
SATURATION
saturated w^2 = 16.667 nm^2, w = 4.082 nm
saturated w with no-flux ends = 5.773 nm
crossover time = 2182 s, slowest tau1 = 2533 s
w^2/saturated w^2 at crossover = 0.7382
lateral loss: at etch time 15 nm, at crossover 1091 nm
NOISE AND NEGLECTED EFFECTS AT THE ETCH TIME
microscopic time dx^2/nu = 5.0 s
removed volume per event = 120 nm^3, cube side = 4.93 nm
initial roughness left: w^2 = 1.310 nm^2
w with initial roughness = 1.790 nm
extra local w^2 from height variation = 2.064 nm^2
w with height variation = 1.990 nm
w with short-length cutoff = 1.3393 nm
rms slope on the grid = 0.192 (dimensionless)
slope-term change of w^2 = 0.04 +- 0.00 %
```
